# Surface roughness that halves phonon specularity at normal incidence: test program

```python
# Result under test: at normal incidence a surface with Gaussian heights of
# rms value sigma, gentle on the scale of the wavelength lam, has specularity
#     p = exp(-4 k^2 sigma^2),  k = 2 pi / lam,
# so p = 1/2 at sigma = lam sqrt(ln 2) / (4 pi).
# p is the share of reflected power left in the mirror direction.
# Lengths are in nm, wavenumbers in 1/nm.
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq

lam = 2.0
k = 2 * np.pi / lam
bohr_nm = physical_constants["Bohr radius"][0] * 1e9


def p_gaussian(sigma, wavelength):
    """Squared phase average, integrated over a Gaussian height density."""
    wavenumber = 2 * np.pi / wavelength

    def integrand(t):
        density = np.exp(-t * t / 2) / np.sqrt(2 * np.pi)
        return density * np.cos(2 * wavenumber * sigma * t)

    return quad(integrand, -10, 10, epsabs=1e-12, limit=200)[0] ** 2


def p_uniform(sigma):
    """Squared phase average for heights spread evenly, rms value sigma."""
    half_width = np.sqrt(3) * sigma
    value = quad(lambda h: np.cos(2 * k * h), -half_width, half_width)[0]
    return (value / (2 * half_width)) ** 2


def p_two_level(sigma):
    """Squared phase average for two equally common heights."""
    heights = np.array([-sigma, sigma])
    return abs(np.mean(np.exp(2j * k * heights))) ** 2


# Half-value: root search on the integral against the closed formula
sigma_half = lam * np.sqrt(np.log(2)) / (4 * np.pi)
sigma_root = brentq(lambda s: p_gaussian(s, lam) - 0.5, 0.01, 0.4,
                    xtol=1e-13)
assert abs(sigma_root - sigma_half) < 1e-9
for s in (0.05, 0.1, 0.2, 0.3):
    assert abs(p_gaussian(s, lam) - np.exp(-4 * k**2 * s**2)) < 1e-9

# Scaling with roughness and wavelength
p_double_sigma = p_gaussian(2 * sigma_half, lam)
p_half_lam = p_gaussian(sigma_half, lam / 2)
p_double_lam = p_gaussian(sigma_half, 2 * lam)
assert abs(p_double_sigma - 1 / 16) < 1e-9
assert abs(p_half_lam - 1 / 16) < 1e-9
assert abs(p_double_lam - 2 ** -0.25) < 1e-9

# Common slips: the roughness they give and the true specularity there
sigma_amp = np.sqrt(2) * sigma_half
sigma_oneway = 2 * sigma_half
sigma_pi3 = sigma_half / np.sqrt(np.pi)
p_amp = p_gaussian(sigma_amp, lam)
p_oneway = p_gaussian(sigma_oneway, lam)
p_pi3 = p_gaussian(sigma_pi3, lam)
assert abs(p_amp - 0.25) < 1e-9
assert p_pi3 > 0.7

# Other height distributions
sigma_two = brentq(lambda s: p_two_level(s) - 0.5, 0.01, 0.2)
sigma_uni = brentq(lambda s: p_uniform(s) - 0.5, 0.01, 0.2)
assert abs(sigma_two - lam / 16) < 1e-9
assert sigma_two < sigma_uni < sigma_half

# Wave equation above periodic grooves with a stress-free boundary.
# The scattered wave is a sum of plane waves fitted to the boundary condition.
period = 61.0
n_points = 512
n_surfaces = 20
x = np.arange(n_points) * period / n_points
orders = np.arange(-91, 92)
K = 2 * np.pi * orders / period
q = np.sqrt((k**2 - K**2).astype(complex))  # decaying root if |K| > k
rng = np.random.default_rng(7)


def random_surface(corr_length):
    """Height and slope with correlation exp(-x^2/corr_length^2)."""
    modes = 2 * np.pi * np.arange(1, 81) / period
    coeff = rng.normal(size=80) + 1j * rng.normal(size=80)
    coeff = coeff * np.exp(-(modes * corr_length) ** 2 / 8)
    waves = np.exp(1j * np.outer(x, modes))
    height = (waves @ coeff).real
    slope = (waves @ (1j * modes * coeff)).real
    scale = sigma_half / np.sqrt(np.mean(height**2))
    return scale * height, scale * slope


def solve_wave(height, slope):
    """Mirror-direction power and total reflected power."""
    fields = np.exp(1j * (np.outer(x, K) + np.outer(height, q)))
    matrix = 1j * (q[None, :] - np.outer(slope, K)) * fields
    source = 1j * k * np.exp(-1j * k * height)
    amplitudes = np.linalg.lstsq(matrix, source, rcond=None)[0]
    powers = q.real / k * np.abs(amplitudes) ** 2
    return powers[orders == 0][0], powers.sum()


def compare(corr_length):
    rows = []
    for _ in range(n_surfaces):
        height, slope = random_surface(corr_length)
        p_wave, total = solve_wave(height, slope)
        p_phase = abs(np.mean(np.exp(2j * k * height))) ** 2
        rows.append((p_wave, p_phase, total))
    return np.array(rows)


corr_long, corr_short = 4 * lam, lam / 2
long_rows = compare(corr_long)
short_rows = compare(corr_short)
long_gap = np.max(np.abs(long_rows[:, 0] - long_rows[:, 1]))
short_gap = np.mean(short_rows[:, 0] - short_rows[:, 1])
power_error_long = np.max(np.abs(long_rows[:, 2] - 1))
power_error_short = np.max(np.abs(short_rows[:, 2] - 1))
assert power_error_long < 1e-3
assert power_error_short < 5e-3  # finite set of plane waves
assert long_gap < 0.01
assert abs(short_gap) > 3 * long_gap
# finite sample of heights, hence the loose bound
assert abs(np.mean(short_rows[:, 1]) - 0.5) < 0.02

print(f"wavelength: {lam:.1f} nm")
print(f"wavenumber k: {k:.4f} 1/nm")
print(f"ln 2: {np.log(2):.4f}")
print(f"rms phase 2 k sigma: {2 * k * sigma_half:.4f} rad")
print(f"sigma for p = 1/2, formula: {sigma_half:.4f} nm")
print(f"sigma for p = 1/2, root search: {sigma_root:.4f} nm")
print(f"sigma for p = 1/2: {sigma_half / bohr_nm:.3f} bohr")
print(f"sigma / wavelength: {sigma_half / lam:.5f}")
print(f"p at doubled sigma: {p_double_sigma:.4f}")
print(f"p at halved wavelength: {p_half_lam:.4f}")
print(f"p at doubled wavelength: {p_double_lam:.4f}")
print(f"slip, amplitude halved: sigma {sigma_amp:.4f} nm, p {p_amp:.4f}")
print(f"slip, one-way path: sigma {sigma_oneway:.4f} nm, p {p_oneway:.4f}")
print(f"slip, pi cubed: sigma {sigma_pi3:.4f} nm, p {p_pi3:.4f}")
print(f"half-value sigma, two levels: {sigma_two:.4f} nm")
print(f"half-value sigma, uniform heights: {sigma_uni:.4f} nm")
print(f"wave test, surfaces per case: {n_surfaces}")
print(f"wave test, period: {period:.1f} nm")
for name, length, rows in (("long", corr_long, long_rows),
                           ("short", corr_short, short_rows)):
    print(f"{name} correlation length: {length:.1f} nm")
    print(f"{name}: mean p, wave equation: {rows[:, 0].mean():.4f}")
    print(f"{name}: mean p, phase average: {rows[:, 1].mean():.4f}")
print(f"long: largest difference in p: {long_gap:.5f}")
print(f"short: mean difference in p: {short_gap:.4f}")
print(f"long: largest relative power error: {power_error_long:.1e}")
print(f"short: largest relative power error: {power_error_short:.1e}")
print("done: every assertion held")
```

Printed output:

```
wavelength: 2.0 nm
wavenumber k: 3.1416 1/nm
ln 2: 0.6931
rms phase 2 k sigma: 0.8326 rad
sigma for p = 1/2, formula: 0.1325 nm
sigma for p = 1/2, root search: 0.1325 nm
sigma for p = 1/2: 2.504 bohr
sigma / wavelength: 0.06625
p at doubled sigma: 0.0625
p at halved wavelength: 0.0625
p at doubled wavelength: 0.8409
slip, amplitude halved: sigma 0.1874 nm, p 0.2500
slip, one-way path: sigma 0.2650 nm, p 0.0625
slip, pi cubed: sigma 0.0748 nm, p 0.8020
half-value sigma, two levels: 0.1250 nm
half-value sigma, uniform heights: 0.1279 nm
wave test, surfaces per case: 20
wave test, period: 61.0 nm
long correlation length: 8.0 nm
long: mean p, wave equation: 0.4901
long: mean p, phase average: 0.4909
short correlation length: 1.0 nm
short: mean p, wave equation: 0.4494
short: mean p, phase average: 0.4993
long: largest difference in p: 0.00162
short: mean difference in p: -0.0500
long: largest relative power error: 5.3e-15
short: largest relative power error: 2.4e-03
done: every assertion held
```
